\section*{Phonon Lifetimes from the Width of the Velocity Power Spectrum}

\section{Result and conventions}

Let $q$ be a mass-weighted normal coordinate of a classical solid and $v=\dot q$ its velocity. In molecular dynamics, $v$ is obtained by projecting the atomic velocities, each multiplied by the square root of its mass, on the normalized mode vector. The other modes exchange energy with this one. The simplest model of that exchange is
\begin{equation}
\ddot q+\Gamma\dot q+\omega_0^2q=\xi(t),\qquad
\langle\xi(t)\xi(t')\rangle=2\Gamma kT\,\delta(t-t'),
\label{eom}
\end{equation}
where $\xi$ is Gaussian with zero mean. The mode energy and the two-sided velocity power spectrum are
\begin{equation}
E=\tfrac12(v^2+\omega_0^2q^2),\qquad
S(\omega)=\int_{-\infty}^{\infty}\langle v(t)v(0)\rangle e^{i\omega t}\,dt .
\end{equation}
For weak damping, $\Gamma\ll\omega_0$, the spectrum near $\omega_0$ is
\begin{equation}
S(\omega)\simeq kT\,\frac{\Gamma/2}{(\omega-\omega_0)^2+(\Gamma/2)^2},
\label{lor}
\end{equation}
and an excess of mode energy decays as $e^{-\Gamma t}$. The energy lifetime is therefore
\begin{equation}
\tau=\frac1\Gamma=\frac{1}{\text{FWHM in }\omega}=\frac{1}{2\pi\,\Delta\nu},
\label{main}
\end{equation}
with $\Delta\nu$ the full width at half maximum in ordinary frequency. The equality needs more than weak damping: pure dephasing must be negligible, the friction must vary little across the line, and the record must be much longer than $\tau$. Each condition is examined below.

\section{Velocity correlation}

First find the equilibrium averages. Stationarity of $\langle q^2\rangle$ gives $2\langle qv\rangle=0$. Stationarity of $\langle qv\rangle$ then gives $\langle v^2\rangle=\omega_0^2\langle q^2\rangle$; the term $\langle q\xi\rangle$ vanishes because a force changes the position only after it has changed the velocity. During $dt$ the noise adds a velocity increment of variance $2\Gamma kT\,dt$, so
\begin{equation}
0=\frac{d\langle v^2\rangle}{dt}
=-2\omega_0^2\langle qv\rangle-2\Gamma\langle v^2\rangle+2\Gamma kT .
\end{equation}
Hence $\langle v^2\rangle=\omega_0^2\langle q^2\rangle=kT$, which is equipartition.

Now define $G(t)=\langle q(t)v(0)\rangle$ for $t\ge0$. Multiply \eqref{eom} by $v(0)$ and average. Later noise is independent of $v(0)$, so
\begin{equation}
\ddot G+\Gamma\dot G+\omega_0^2G=0,\qquad G(0)=0,\quad \dot G(0)=kT .
\label{geq}
\end{equation}
For $\Gamma<2\omega_0$ the solution is $G=kT\,e^{-\Gamma t/2}\sin(\Omega t)/\Omega$, with $\Omega^2=\omega_0^2-\Gamma^2/4$. Its derivative is the velocity correlation,
\begin{equation}
C(t)=\dot G=kT\,e^{-\Gamma t/2}\left[\cos\Omega t-\frac{\Gamma}{2\Omega}\sin\Omega t\right].
\end{equation}
The envelope decays at $\Gamma/2$, the amplitude rate.

\section{Spectrum and full width}

Let $\hat G(\omega)=\int_0^\infty G e^{i\omega t}dt$. Integration by parts gives
\begin{align}
\int_0^\infty\dot G e^{i\omega t}dt&=-G(0)-i\omega\hat G=-i\omega\hat G,\\
\int_0^\infty\ddot G e^{i\omega t}dt&=-\dot G(0)-i\omega(-i\omega\hat G)=-kT-\omega^2\hat G .
\end{align}
Inserting these in \eqref{geq} yields $\hat G=kT/(\omega_0^2-\omega^2-i\Gamma\omega)$. Because $C$ is even in time, $S$ is twice the real part of its half-sided transform:
\begin{equation}
S=2\,\mathrm{Re}\,\frac{-i\omega kT}{\omega_0^2-\omega^2-i\Gamma\omega}
=\frac{2\Gamma kT\,\omega^2}{(\omega_0^2-\omega^2)^2+\Gamma^2\omega^2}.
\end{equation}
The numerator follows from $-i\omega$ times $i\Gamma\omega$, the imaginary part of the conjugate denominator. Division by $\Gamma^2\omega^2$ gives
\begin{equation}
S=\frac{2kT/\Gamma}{1+r^2},\qquad r=\frac{\omega^2-\omega_0^2}{\Gamma\omega}.
\label{rform}
\end{equation}
The maximum, $2kT/\Gamma$, lies at $\omega_0$. Half maximum requires $r=\pm1$, that is $\omega^2\mp\Gamma\omega-\omega_0^2=0$. The positive roots are
\begin{equation}
\omega_\pm=\sqrt{\omega_0^2+\Gamma^2/4}\pm\Gamma/2,
\qquad \omega_+-\omega_-=\Gamma .
\label{half}
\end{equation}
In this model the full width equals $\Gamma$ for any $\Gamma>0$. The Lorentzian shape, in contrast, is an approximation.

\section{The Lorentzian limit and its error}

Put $\omega=\omega_0+\delta$ and $x=2\delta/\Gamma$. Since $\omega^2-\omega_0^2=\delta(2\omega_0+\delta)$,
\begin{equation}
r=x\,\frac{1+\delta/(2\omega_0)}{1+\delta/\omega_0}
\simeq x\left(1-\frac{\delta}{2\omega_0}\right),\qquad
r^2\simeq x^2\left(1-\frac{\delta}{\omega_0}\right).
\end{equation}
Expanding \eqref{rform} to first order in $\delta/\omega_0$ gives
\begin{equation}
S\simeq\frac{2kT/\Gamma}{1+x^2}
\left[1+\frac{\delta}{\omega_0}\frac{x^2}{1+x^2}\right].
\end{equation}
The prefactor is \eqref{lor}. The correction is odd in $\delta$: the true line lies above the Lorentzian on the high-frequency side and below it on the other. At $\delta=\Gamma/2$ its relative size is $\Gamma/(4\omega_0)$.

\section{Energy decay}

Without noise,
\begin{equation}
\dot E=v\dot v+\omega_0^2qv
=v(-\Gamma v-\omega_0^2q)+\omega_0^2qv=-\Gamma v^2 .
\end{equation}
Over one weakly damped cycle the motion is nearly sinusoidal, so the average of $v^2$ is half its peak value, which is $E$. The noise supplies energy at the mean rate $\Gamma kT$. After cycle averaging,
\begin{equation}
\frac{d\langle E\rangle}{dt}\simeq-\Gamma\bigl(\langle E\rangle-kT\bigr),
\end{equation}
so the excess decays as $e^{-\Gamma t}$. With \eqref{half}, this proves \eqref{main}. Energy is quadratic in amplitude: the amplitude rate $\Gamma/2$ is the half width, and the energy rate $\Gamma$ is the full width.

In an equilibrium simulation the lifetime can also be read from energy fluctuations. Let $z=(\omega_0q,v)$, so that $E=|z|^2/2$. The linear equation gives $z(t)=A(t)z(0)+\eta$, with $\eta$ independent of $z(0)$. The homogeneous solutions starting from $(1,0)$ and $(0,1)$ form the columns of
\begin{equation}
A=e^{-\Gamma t/2}\begin{pmatrix}
c+gs&(\omega_0/\Omega)s\\-(\omega_0/\Omega)s&c-gs
\end{pmatrix},\qquad g=\frac{\Gamma}{2\Omega},
\end{equation}
where $c=\cos\Omega t$ and $s=\sin\Omega t$. For zero-mean Gaussian variables, $\langle a^2b^2\rangle-\langle a^2\rangle\langle b^2\rangle=2\langle ab\rangle^2$. Since $\langle z_i(t)z_j(0)\rangle=kT A_{ij}$, the energy covariance is $\frac12(kT)^2\sum_{ij}A_{ij}^2$. Its initial value is $(kT)^2$. Using $\omega_0^2/\Omega^2=1+g^2$, the normalized correlation is
\begin{align}
R(t)&=e^{-\Gamma t}\left[c^2+g^2s^2+(1+g^2)s^2\right]\nonumber\\
&=e^{-\Gamma t}\left[1+\frac{\Gamma^2}{2\Omega^2}\sin^2\Omega t\right].
\end{align}
To integrate it, write $\sin^2\Omega t=(1-\cos2\Omega t)/2$ and use $\Gamma^2+4\Omega^2=4\omega_0^2$:
\begin{equation}
\int_0^\infty e^{-\Gamma t}\sin^2\Omega t\,dt
=\frac12\left[\frac1\Gamma-\frac{\Gamma}{4\omega_0^2}\right]
=\frac{\Omega^2}{2\omega_0^2\Gamma}.
\end{equation}
Therefore $\int_0^\infty R\,dt=1/\Gamma+\Gamma/(4\omega_0^2)$. The relative correction to $1/\Gamma$ is second order in $\Gamma/\omega_0$.

\section{Worked example}

Take $\nu_0=5$ THz, $\tau=1$ ps and $T=300$ K. Then $\omega_0=2\pi\nu_0=31.416$ rad/ps, $\Gamma=1$ ps$^{-1}$ and $\Gamma/\omega_0=0.0318$. With $kT=25.85$ meV, the peak height is $2kT/\Gamma=51.70$ meV\,ps.

Numerical integration of the correlation function gives half-maximum positions of 30.920 and 31.920 rad/ps. Hence
\begin{equation}
\tau=\frac{1}{31.920-30.920}\ \text{ps}=1.000\ \text{ps},\qquad
\Delta\nu=\frac{1.000}{2\pi}\ \text{THz}=0.159\ \text{THz}.
\end{equation}
Inverting 0.159 THz without the factor $2\pi$ would give 6.28 ps. Inverting the half width would give the amplitude lifetime, 2 ps.

The spectrum exceeds the Lorentzian by 0.79\% of the latter at $\delta=\Gamma/2$, close to the first-order value $0.0318/4=0.80\%$. At $\delta=5\Gamma$ the excess is 15\%. Because the error is nearly odd in $\delta$, it largely cancels in the width from an unweighted fit over a symmetric range. A fit weighted by relative error gives the wings more influence, and should be confined to the neighbourhood of the peak. The integrated energy correlation time is 1.00025 ps, as the second-order correction requires. A strongly damped test with $\Gamma=0.8\omega_0=25.133$ ps$^{-1}$ returned a full width of 25.133 rad/ps, in agreement with \eqref{half}.

\section{Friction from Hamiltonian motion}

Damping need not be inserted by hand. Couple the mode to harmonic coordinates $x_j$ through
\begin{equation}
H=E+\frac12\sum_j\left[\dot x_j^2+\left(\omega_jx_j-\frac{c_jq}{\omega_j}\right)^2\right].
\end{equation}
With $y_j=x_j-c_jq/\omega_j^2$, the equations of motion are $\ddot q+\omega_0^2q=\sum_jc_jy_j$ and $\ddot x_j=-\omega_j^2y_j$. The solution for $y_j$ is
\begin{equation}
y_j(t)=y_j^{\rm free}(t)-\frac{c_j}{\omega_j^2}\int_0^t\cos[\omega_j(t-t')]\,v(t')\,dt',
\end{equation}
where $y_j^{\rm free}=y_j(0)\cos\omega_jt+\dot x_j(0)\sin(\omega_jt)/\omega_j$. The free part acts as the random force. The rest is friction with memory kernel $K(t)=\sum_j(c_j^2/\omega_j^2)\cos\omega_jt$.

For frequencies of spacing $\Delta$ up to $\omega_c$, choose $c_j^2/\omega_j^2=2\Gamma\Delta/\pi$. As $\Delta\to0$, $K(t)\to(2\Gamma/\pi)\sin(\omega_ct)/t$. Its integral over positive times is $\Gamma$, and it concentrates near $t=0$ as $\omega_c$ grows, so the friction force becomes $-\Gamma v$. The noise follows from the same kernel. Since $H=E+\frac12\sum_j(\dot x_j^2+\omega_j^2y_j^2)$, thermal equilibrium gives independent Gaussian $y_j(0)$ and $\dot x_j(0)$ with variances $kT/\omega_j^2$ and $kT$. The free force $\sum_jc_jy_j^{\rm free}$ therefore has correlation $kT\,K(t-t')$, which tends to $2\Gamma kT\,\delta(t-t')$. This recovers \eqref{eom}.

In thermal equilibrium the free force is independent of $v(0)$, because $H$ is a sum of separate squares in $q$, $v$, $y_j$ and $\dot x_j$. Repeating the transform with $\hat K(\omega)=\int_0^\infty Ke^{i\omega t}dt$ in place of $\Gamma$ gives
\begin{equation}
S=2kT\,\mathrm{Re}\,\frac{1}{\hat K(\omega)+i(\omega_0^2/\omega-\omega)} .
\end{equation}
Let $\omega_p$ be the frequency at which the imaginary part of the denominator vanishes. If $\mathrm{Re}\,\hat K$ is nearly constant across the line, linearization gives the denominator $\mathrm{Re}\,\hat K(\omega_p)-iD(\omega-\omega_p)$, and
\begin{equation}
\text{FWHM}\simeq\frac{2\,\mathrm{Re}\,\hat K(\omega_p)}{D},\qquad
D=1+\frac{\omega_0^2}{\omega_p^2}
-\left.\frac{d\,\mathrm{Im}\,\hat K}{d\omega}\right|_{\omega_p}.
\label{mem}
\end{equation}
The denominator vanishes at $\omega=\omega_p-i\,\mathrm{Re}\,\hat K/D$. Since the motion goes as $e^{-i\omega t}$, its amplitude decays at $\mathrm{Re}\,\hat K/D$ and its energy at twice that rate, which is the full width. The width thus measures the actual decay rate, even when this differs from the friction at $\omega_0$.

Diagonalizing the mode with 1500 bath oscillators up to $3\omega_0$ gave a width of 1.008 rad/ps. The energy after a velocity kick, with the bath initially at rest, decayed at 1.007 ps$^{-1}$. The program required the decay rate to match $\Gamma=1$ ps$^{-1}$, and the width to match the decay rate, each within 2\%.

A kernel proportional to $e^{-t/\tau_c}$, with $\tau_c=0.05$ ps and $\mathrm{Re}\,\hat K(\omega_0)$ held at 1 ps$^{-1}$, moves the peak to 32.21 rad/ps. Width and decay rate are then both 0.978 in their respective units, 2.2\% below the friction at $\omega_0$. If the friction changes strongly within one linewidth, linearization fails and the line need not be Lorentzian.

\section{When the width is not the inverse lifetime}

\subsection{Pure dephasing}

Suppose random events rotate $z$ in its plane without changing $|z|$. Let the angle in each $dt$ have zero mean and variance $2\gamma_\phi dt$. The average rotation multiplies $z$ by $1-\gamma_\phi dt$, so $C$ acquires the factor $e^{-\gamma_\phi t}$. The amplitude correlation decays at $\Gamma/2+\gamma_\phi$, and for a weakly damped line
\begin{equation}
\text{FWHM}\simeq\Gamma+2\gamma_\phi .
\end{equation}
The rotations conserve $E$, so the energy lifetime remains $1/\Gamma$ to leading order. In this model the inverse width is then shorter than the energy lifetime.

\subsection{Finite record}

For a record of length $T_r$, the mean power spectrum is
\begin{equation}
\frac1{T_r}\left\langle\left|\int_0^{T_r}ve^{i\omega t}dt\right|^2\right\rangle
=\int_{-T_r}^{T_r}\left(1-\frac{|t|}{T_r}\right)C(t)e^{i\omega t}dt,
\end{equation}
because a time difference $t$ occurs over a length $T_r-|t|$. Near the peak, keep the resonant half of the cosine and set $a=\Gamma/2-i\delta$. For $\Gamma T_r\gg1$,
\begin{equation}
kT\,\mathrm{Re}\int_0^{T_r}\!\left(1-\frac t{T_r}\right)e^{-at}dt
\simeq kT\,\mathrm{Re}\left[\frac1a-\frac1{a^2T_r}\right]
\simeq kT\,\mathrm{Re}\,\frac{1}{a+1/T_r}.
\end{equation}
To first order the line remains Lorentzian, with full width $\Gamma+2/T_r$. For an untapered record with $\Gamma T_r\gg1$, subtract $2/T_r$ before inverting the width. The remainder is second order in $1/(\Gamma T_r)$: the corrected width is still too large by 0.1\% at $\Gamma T_r=82$, 1.6\% at 20 and 7\% at 10. The correction comes from the triangular factor above and does not carry over to a tapered record. With a Hann window at $\Gamma T_r=82$ the raw width is $1.012\,\Gamma$, and subtracting $2/T_r$ over-corrects it to $0.987\,\Gamma$.

\subsection{Reading simulated trajectories}

An ensemble of 2000 stochastic trajectories obeying \eqref{eom} was sampled every 0.02 ps for $T_r=81.92$ ps. A Lorentzian fit to the averaged untapered spectrum, weighted by relative error and confined to $|\omega-\omega_0|<2.5$ rad/ps, gave 1.0313 rad/ps. The correction is $2/81.92=0.0244$ rad/ps, leaving 1.007 rad/ps and a lifetime of 0.993 ps. The energy correlation gave 0.989 ps. Both lie within about 1\% of the input. No statistical error was computed, so their difference carries no interpretation.

With $\Gamma$ held fixed and $\gamma_\phi=0.25$ ps$^{-1}$ added, the expected width is 1.5 rad/ps. The corrected fit gave 1.52 rad/ps, whose inverse is 0.66 ps, while the energy correlation still gave 0.99 ps. Near a weakly damped peak both causes of broadening give nearly the same Lorentzian, so the width alone does not separate them. In this model, where dephasing conserves the mode energy, comparison with the energy correlation does. The test needs a projection whose own energy is conserved by the dephasing. A real standing-wave coordinate formed from a degenerate pair of travelling modes with independent phase noise does not meet this condition: its energy contains the interference term of the two amplitudes, and its normalized energy correlation is $\frac12e^{-\Gamma t}+\frac12e^{-(\Gamma+2\gamma_\phi)t}$ for weak damping.

\section{Relation to a real crystal}

The chosen frequency and damping are model inputs, not a calculation of a particular crystal. Real anharmonic modes can violate the assumptions of frequency-independent friction and absent dephasing. For the sample values used here, friction memory moves the width by 2\%, whereas dephasing shortens the inferred lifetime by about one third. In a real crystal the strengths of both effects must be determined separately.

Classical statistics is a further approximation. With $X=h\nu_0/kT=0.80$, summing the oscillator levels gives the partition function $Z=1/[2\sinh(X/2)]$. Differentiation gives the mean energy and heat capacity relative to their classical values:
\begin{equation}
\frac{\langle E\rangle_{\rm q}}{kT}=\frac X2\coth\frac X2=1.053,\qquad
\frac{C_{\rm q}}{k}=\left(\frac{X/2}{\sinh(X/2)}\right)^2=0.948 .
\end{equation}
Thus classical dynamics overstates this mode's heat capacity by about 5\% of the classical value. The quantum change of $\Gamma$ itself depends on the anharmonic couplings and is not included. The computed values are collected in the numerical output.

\section*{Computed results}
\begin{verbatim}
Input mode frequency: 5.000 THz
Input energy lifetime: 1.000 ps
Temperature: 300.0 K
Bare angular frequency: 31.4159 rad/ps
Damping ratio gamma/w0: 0.03183 (dimensionless)
Thermal energy kT: 25.852 meV
Spectrum peak height: 51.704 meV ps
Lower half-maximum position: 30.9199 rad/ps
Upper half-maximum position: 31.9199 rad/ps
FWHM from correlation integral: 1.0000 rad/ps
Same FWHM in ordinary frequency: 0.1592 THz
Lifetime from FWHM: 1.0000 ps
Integrated energy correlation time: 1.00025 ps
Amplitude lifetime: 2.0000 ps
Wrong lifetime if 2 pi is omitted: 6.2832 ps
Strong-damping test, input gamma: 25.1327 1/ps
Strong-damping test, FWHM: 25.1327 rad/ps
Lorentzian error at upper half width: 0.786 percent
Lorentzian error five FWHM above peak: 15.11 percent
Number of bath oscillators: 1500 (count)
Hamiltonian bath FWHM: 1.0076 rad/ps
Hamiltonian bath energy decay rate: 1.0072 1/ps
Trajectories per ensemble: 2000 (count)
Sampling interval: 0.020 ps
Record length: 81.92 ps
Expected FWHM with finite record: 1.0253 rad/ps
Trajectory fit, raw FWHM: 1.0313 rad/ps
Trajectory fit, corrected FWHM: 1.0069 rad/ps
Trajectory spectral lifetime: 0.9932 ps
Trajectory energy lifetime: 0.9892 ps
Added pure dephasing rate: 0.250 1/ps
With dephasing, corrected FWHM: 1.5192 rad/ps
With dephasing, inverse FWHM: 0.6582 ps
With dephasing, energy lifetime: 0.9858 ps
Friction memory time: 0.050 ps
With memory, peak position: 32.2079 rad/ps
With memory, FWHM: 0.9780 rad/ps
With memory, energy decay rate: 0.9780 1/ps
Quantum-to-thermal energy h nu/kT: 0.7999 (dimensionless)
Quantum/classical mean energy: 1.0528 (dimensionless)
Quantum/classical heat capacity: 0.9483 (dimensionless)
\end{verbatim}
